# Why an isothermal 100 nm disc on silicon warms by 17 K

**Question**

I am estimating lattice heating at a hot spot near the drain of a silicon transistor, where energetic carriers give up their energy close to the oxide interface. My notes say: "A 100 nm-radius isothermal heater delivering 1 mW into bulk silicon with conductivity 148 W/(m K) warms by about 17 K."

I cannot reproduce this. For a sphere of radius $a$, I integrate $Q=-4\pi r^2k\,dT/dr$ from $r=a$ to infinity and get $Q/(4\pi ka)=5.4$ K. The heat enters at the surface, so I tried a hemisphere. That replaces $4\pi$ by $2\pi$ and gives 10.8 K, still not 17 K.

Which geometry gives the quoted number, and how is it derived? Can I use it for a real device, given that phonon mean free paths in silicon are not small compared with 100 nm?

**Answer**

Your two integrals are right. The missing word in the notes is "disc": the number belongs to a flat circular heater on the surface. It also assumes Fourier conduction, and at this size that assumption can matter more than the choice between disc and hemisphere.

### The problem to solve

Let silicon fill $z>0$, with a disc of radius $a$ on its surface and $\rho$ the distance from the disc's axis. Let $T$ be the temperature rise above ambient. In steady state, with constant $k$ and no heat generated inside the silicon,

$$\nabla^2T=0 .$$

The boundary conditions are

$$T=\Delta T\quad(z=0,\ \rho<a),\qquad \frac{\partial T}{\partial z}=0\quad(z=0,\ \rho>a),$$

and $T\to0$ far away. The second condition says that no heat leaves through the surface outside the disc. It does not hold that surface at ambient; its temperature is part of the answer.

Choose coordinates in which both parts of the surface are simple:

$$z=a\zeta\eta,\qquad \rho=a\sqrt{(1+\zeta^2)(1-\eta^2)},\qquad \zeta\ge0,\quad 0\le\eta\le1 .$$

Setting $\zeta=0$ gives $z=0$ and $\rho=a\sqrt{1-\eta^2}\le a$, which is the disc. Setting $\eta=0$ gives $z=0$ and $\rho=a\sqrt{1+\zeta^2}\ge a$, which is the adiabatic surface.

The lengths per unit change of each coordinate follow from the derivatives. For $\zeta$,

$$h_\zeta^2=\left(\frac{\partial z}{\partial\zeta}\right)^2+\left(\frac{\partial\rho}{\partial\zeta}\right)^2
=a^2\left[\eta^2+\frac{\zeta^2(1-\eta^2)}{1+\zeta^2}\right]
=a^2\frac{\zeta^2+\eta^2}{1+\zeta^2}.$$

For $\eta$,

$$h_\eta^2=a^2\left[\zeta^2+\frac{\eta^2(1+\zeta^2)}{1-\eta^2}\right]
=a^2\frac{\zeta^2+\eta^2}{1-\eta^2},$$

and for the angle about the axis, $h_\phi=\rho$. The coordinates are orthogonal because

$$\frac{\partial z}{\partial\zeta}\frac{\partial z}{\partial\eta}+\frac{\partial\rho}{\partial\zeta}\frac{\partial\rho}{\partial\eta}=a^2\eta\zeta-a^2\zeta\eta=0 .$$

### The temperature and the total heat

Try a temperature that depends on $\zeta$ alone. Its Laplacian is

$$\nabla^2T=\frac{1}{h_\zeta h_\eta h_\phi}\frac{\partial}{\partial\zeta}\left(\frac{h_\eta h_\phi}{h_\zeta}\frac{dT}{d\zeta}\right).$$

In the bracket, the factors $\sqrt{\zeta^2+\eta^2}$ and $\sqrt{1-\eta^2}$ cancel, leaving

$$\frac{h_\eta h_\phi}{h_\zeta}=a(1+\zeta^2).$$

Since $\eta$ has dropped out, the trial form is consistent, and

$$\frac{d}{d\zeta}\left[(1+\zeta^2)\frac{dT}{d\zeta}\right]=0
\quad\Rightarrow\quad T=A\arctan\zeta+B .$$

At the disc, $T(0)=\Delta T$ gives $B=\Delta T$. Far away, $\zeta\to\infty$ and $T\to0$ give $A=-2\Delta T/\pi$. Thus

$$T=\Delta T\left(1-\frac2\pi\arctan\zeta\right),\qquad
\frac{dT}{d\zeta}=-\frac{2\Delta T}{\pi(1+\zeta^2)} .$$

The adiabatic condition also holds: on $\eta=0$ the normal derivative is proportional to $\partial T/\partial\eta$, which is zero.

The heat crossing any surface of constant $\zeta$ is

$$Q=-k\int_0^{2\pi}d\phi\int_0^1d\eta\,\frac{h_\eta h_\phi}{h_\zeta}\frac{dT}{d\zeta}
=2\pi k\,a(1+\zeta^2)\frac{2\Delta T}{\pi(1+\zeta^2)}=4ka\,\Delta T .$$

It is independent of $\zeta$, as energy conservation requires. Therefore

$$\boxed{\Delta T=\frac{Q}{4ka}}$$

and for your numbers

$$\Delta T=\frac{10^{-3}\ \mathrm W}{4\,(148\ \mathrm{W/(m\,K)})(10^{-7}\ \mathrm m)}=16.9\ \mathrm K .$$

### Where the heat leaves, and what "isothermal" does

At the disc $h_\zeta=a\eta=\sqrt{a^2-\rho^2}$, so the heat flux into the silicon is

$$q(\rho)=-\frac{k}{h_\zeta}\left.\frac{dT}{d\zeta}\right|_{\zeta=0}
=\frac{2k\,\Delta T}{\pi\sqrt{a^2-\rho^2}} .$$

It diverges at the rim, but the power within radius $\rho$ is finite:

$$Q(\rho)=\int_0^\rho2\pi\rho'q(\rho')\,d\rho'
=4k\Delta T\left(a-\sqrt{a^2-\rho^2}\right)
=Q\left(1-\sqrt{1-\rho^2/a^2}\right).$$

Half the power enters inside $\rho=\sqrt3\,a/2=86.6$ nm, the other half through the narrow ring outside it.

As a separate test, I divided the disc into 400 rings of unknown flux, summed the point-source temperatures $q\,dA/(2\pi k\,|\mathbf r-\mathbf r'|)$, and required the same temperature at 400 radii. This gave $Q/\Delta T=4.00\,ka$ and a fraction 0.50 of the power inside 86.6 nm.

If the flux is uniform instead, $q=Q/(\pi a^2)$, the disc is no longer isothermal. At its centre,

$$T_{\rm centre}=\frac{q}{2\pi k}\int_0^a\frac{2\pi\rho\,d\rho}{\rho}=\frac{qa}{k}=\frac{Q}{\pi ka}=21.5\ \mathrm K .$$

For the mean, build the disc up from rings. At the rim of a disc of radius $b$, a chord at angle $\varphi$ to the diameter has length $2b\cos\varphi$, so

$$\int\frac{dA'}{|\mathbf r-\mathbf r'|}=\int_{-\pi/2}^{\pi/2}2b\cos\varphi\,d\varphi=4b .$$

Adding a ring of area $2\pi b\,db$ increases the double integral over all pairs of points by $2(4b)(2\pi b\,db)$; the leading 2 counts both orders of each pair. The total is $16\pi a^3/3$, and

$$\bar T=\frac{q}{2\pi k}\,\frac{1}{\pi a^2}\,\frac{16\pi a^3}{3}
=\frac{8Q}{3\pi^2ka}=18.3\ \mathrm K .$$

So at fixed radius and power, a uniform flux gives a mean rise about 8% above the isothermal value, while changing the disc to a hemisphere changes the answer from 16.9 to 10.8 K.

### Conductivity that falls with temperature

Let $T_a=300$ K be the ambient temperature, $k_0=148$ W/(m K) the conductivity there, and $T_{\rm abs}$ the absolute temperature. Take $k=k_0(T_{\rm abs}/T_a)^{-n}$, with the rough value $n=1.3$ for silicon. Define

$$\theta=\int_{T_a}^{T_{\rm abs}}\frac{k(u)}{k_0}\,du
=\frac{T_a}{n-1}\left[1-\left(\frac{T_{\rm abs}}{T_a}\right)^{1-n}\right].$$

Since $k_0\nabla\theta=k\nabla T_{\rm abs}$, the steady equation is again $\nabla^2\theta=0$. The disc has constant $\theta$, the outer surface has zero normal derivative, and $\theta\to0$ far away. The earlier solution therefore gives $\theta_{\rm disc}=Q/(4k_0a)=16.9$ K. Solving for the disc temperature,

$$T_{\rm disc}=T_a\left[1-\frac{(n-1)\theta_{\rm disc}}{T_a}\right]^{-1/(n-1)},$$

a rise of 17.5 K. A hot chip matters more: at 400 K ambient the same power law gives $k=102$ W/(m K), and the constant-$k$ formula then gives 24.6 K.

### When phonons do not scatter often enough

Fourier's law needs many phonon collisions over the distance on which the temperature changes. To see what happens otherwise, use a gray model: all phonons have speed $v$ and mean free path $L$, and scattering makes their directions isotropic. Let $C$ be the heat capacity per volume and $\mu$ the cosine of the angle to the $z$ axis.

In a weak gradient, phonons reaching $z$ carry on average the temperature at $z-\mu L$. The flux is

$$q=\int_{-1}^{1}\frac{d\mu}{2}\,Cv\mu\left(T-\mu L\frac{dT}{dz}\right)
=-\frac{CvL}{3}\frac{dT}{dz},$$

so $k=CvL/3$. A black disc, one that absorbs every phonon reaching it, emits the excess flux

$$q_{\rm em}=Cv\Delta T\int_0^1\frac{\mu\,d\mu}{2}=\frac{Cv\Delta T}{4}.$$

If none of this energy returned, the resistance would be

$$R_b=\frac{4}{Cv\pi a^2}=\frac{4L}{3\pi ka^2},$$

where $Cv=3k/L$ was used. In general a fraction $p$ returns to the disc. The net power is $(1-p)\Delta T/R_b$, so

$$R=\frac{R_b}{1-p}.$$

For $L\gg a$ a phonon usually first scatters far from the disc, which then fills a small solid angle, so $p\to0$. The resistance then varies as $1/a^2$ at fixed $k$ and $L$, instead of Fourier's $1/a$. Comparing the two limiting resistances,

$$\frac{R_b}{1/(4ka)}=\frac{16L}{3\pi a},$$

which equals one at $L=3\pi a/16$, or about 59 nm here.

I found $p$ by random walks with exponentially distributed free paths and mirror reflection at the adiabatic surface. The walks ended on the disc or at a distant hemisphere; the resistance beyond that hemisphere was added using Fourier's law. With $k$ and $Q$ fixed, the results are:

| $L$ | $QR_b$ | Random-walk rise | $QR_b+16.9$ K |
|---|---:|---:|---:|
| 10 nm | 2.9 K | 19.5 K | 19.8 K |
| 40 nm | 11.5 K | 26.8 K | 28.4 K |
| 300 nm | 86 K | 99 K | 103 K |

The statistical standard errors are at most 0.23 K. The 10 nm row is a control, lying closest to the Fourier value. Adding the two limiting resistances is a useful interpolation: it is about 6% above the random-walk result at 40 nm and 4% above it at 300 nm.

These rises are the emission temperature of the black disc, not the temperature of the silicon beside it. At the disc only the outgoing half of the directions carries the full $\Delta T$, so the temperature defined by the local phonon energy is lower. It tends to half the disc value when $L\gg a$, and is about 21 K for the 40 nm row and 56 K for the 300 nm row.

### Using the number for a device

The values 40 and 300 nm span rough gray estimates for room-temperature silicon. Real silicon has a broad spectrum of mean free paths, so 27 to 99 K, the emission temperature of the black disc, measures the sensitivity to this assumption; it is not a pair of bounds. The upper value also strains the use of constant properties. Your power is high for a single logic transistor: with rough figures of 1 mA per µm of width and 1 V, a spot 200 nm wide receives about 0.2 mW. In the linear models every rise above then falls by a factor of five, giving 3.4 K for the Fourier disc. That is not yet a device estimate. A drain hot spot is a strip as long as the device width and only tens of nanometres across. For 0.2 mW spread uniformly over 200 nm × 20 nm the Fourier mean rise is about 7.6 K, and $R_b$, which varies inversely with area, is about eight times the disc's. Real drain heating also occupies a volume, and that volume does not absorb every phonon reaching it; the black disc ignores both facts. Heavy doping, thin silicon layers and any buried oxide also impede heat flow compared with the bulk silicon assumed here.

If the heater is a separate film on the silicon, there is a temperature drop at their boundary too. For a rough boundary conductance $h=100$ MW/(m² K), its mean is

$$\frac{Q}{h\pi a^2}=318\ \mathrm K .$$

If the film is at one temperature, this large drop makes the flux nearly uniform. In the Fourier model the silicon surface under it then warms by about 18 K on average, and the film by far more. Heat generated inside the silicon does not have to cross this boundary. Do not add the 318 K to the black-disc results: both describe how phonons enter the silicon, so part of the resistance could be counted twice.

Within the Fourier model, a thick oxide and the finite wafer thickness change the local rise very little, but the duration of the heating can matter:

- **Oxide above the disc.** A thick oxide of conductivity $k_{\rm ox}=1.4$ W/(m K) can carry the mirror image of the same temperature field. The temperatures match and no heat crosses the interface outside the disc, so $Q=4(k+k_{\rm ox})a\Delta T$. The rise becomes 16.7 K. This does not cover a gate oxide a few nanometres thick: if the metal above it stays near ambient, 2 nm of oxide over the disc has a conductance $\pi a^2k_{\rm ox}/(2\ \mathrm{nm})$ about a third of $4ka$. One boundary of 100 MW/(m² K) in series cuts its share of the heat to about 4%, so the interfaces decide how much leaves this way.
- **Wafer thickness.** On the axis $\eta=1$ and $\zeta=z/a$. At a depth of 500 µm the rise is 0.0022 K, so the distant silicon hardly affects the local rise. Heating of the whole chip through its package must be added separately.
- **Time.** With $C=1.66$ MJ/(m³ K), the diffusion time scale $a^2C/k$ is 0.11 ns. The steady result needs heating that lasts much longer than this, because the shortfall falls only as $t^{-1/2}$: roughly 10% after 1 ns and 3 to 4% after 10 ns; a shorter pulse of the same power warms the disc less.

So quote 17 K as the Fourier result for an isothermal surface disc. For a real hot spot of this size, use a phonon transport calculation with silicon's spectrum of mean free paths. The numerical output below lists the main values used here.

## Computed values

```
Disc radius: 100 nm
Power: 1 mW
Silicon conductivity: 148 W/(m K)
Fourier disc resistance: 16.89 K/mW
Isothermal disc rise: 16.89 K
Mean power density: 3.183 MW/cm2
Radius enclosing half the power: 86.6 nm
Ring-solver conductance / (k a): 4
Field-flux conductance / (k a): 4
Ring-solver power fraction inside half-power radius: 0.5
Buried sphere rise: 5.377 K
Surface hemisphere rise: 10.75 K
Uniform-flux disc mean rise: 18.26 K
Uniform-flux disc centre rise: 21.51 K
Ambient temperature: 300 K
Rough conductivity exponent n: 1.3
Rise with k falling as T^-n: 17.53 K
Conductivity at 400 K: 101.8 W/(m K)
Constant-k rise at 400 K ambient: 24.55 K
Mean free path 10 nm, ballistic part: 2.87 K
Mean free path 10 nm, random-walk rise: 19.5 K
Mean free path 10 nm, standard error: 0.23 K
Mean free path 10 nm, simple-sum rise: 19.8 K
Mean free path 40 nm, ballistic part: 11.5 K
Mean free path 40 nm, random-walk rise: 26.8 K
Mean free path 40 nm, standard error: 0.15 K
Mean free path 40 nm, simple-sum rise: 28.4 K
Mean free path 300 nm, ballistic part: 86 K
Mean free path 300 nm, random-walk rise: 99.2 K
Mean free path 300 nm, standard error: 0.12 K
Mean free path 300 nm, simple-sum rise: 103 K
Rough boundary conductance: 100 MW/(m2 K)
Extra heater rise from boundary: 318 K
Rough oxide conductivity: 1.4 W/(m K)
Fourier rise with oxide half-space: 16.73 K
Wafer depth: 500 um
Fourier rise at wafer depth: 0.0022 K
Rough heat capacity: 1.66 MJ/(m3 K)
Thermal settling scale: 0.11 ns
```
